# The Casimir–Polder dispersion energy of two molecules, with benzene as example, part 1

(Sections cited here and not found follow in the later parts.)

Two benzene molecules, averaged over their orientations and placed 1000 bohr apart, attract each other with an energy of $-7.08\times10^{-16}$ hartree at the time-dependent Hartree–Fock level and in the small basis used below. London's law $-C_6/R^6$, with $C_6=1408$ hartree bohr$^6$ from the same calculation, gives twice that: the ratio is 0.503. At 20 bohr the ratio is 0.998 and at 10000 bohr it is 0.068, while the local exponent $-d\ln|U|/d\ln R$ moves from 6.004 through 6.61 to 6.987. The molecules are the same at all three distances, so the change must come from the field that carries the interaction across the gap.

## First half: from instantaneous dipoles to a two-photon formula

### Conventions

Units are Gaussian, so a polarizability is a volume and two unit charges interact as $1/r$. Until the result is assembled, $\hbar=1$ and $c$ is kept. Numbers are in atomic units (hartree, bohr), in which $c=137.036$. Particles $A$ and $B$ are neutral, have fixed centres $\mathbf r_A,\mathbf r_B$ with $\mathbf R=\mathbf r_A-\mathbf r_B$, and are small compared with $R$, so their electron clouds do not overlap. The temperature is zero. Each particle has a non-degenerate ground state $|0\rangle$ of energy zero and excited states $|n\rangle$ of energy $\omega_n>0$; a sum over $n$ includes any continuum. The dipole operator is $\mathbf d$, with $d_i^{0n}=\langle0|d_i|n\rangle$. The particle Hamiltonians are real (no external magnetic field), so these elements can be chosen real. Repeated Cartesian indices are summed.

### The simplest case: instantaneous coupling

A dipole $\mathbf d_B$ has the potential $\phi=-d_{Bj}\partial_j(1/R)$ and the field $E_i=-\partial_i\phi=T_{ij}d_{Bj}$, with

$$T_{ij}=\partial_i\partial_j\frac1R=\frac{3\hat R_i\hat R_j-\delta_{ij}}{R^3}\qquad(R\neq0).\tag{1}$$

The energy of $\mathbf d_A$ in this field is $V_{AB}=-d_{Ai}T_{ij}d_{Bj}$. Assume no permanent dipoles, $\langle0|\mathbf d|0\rangle=0$. Then the first-order shift vanishes, and in second order both particles must be excited:

$$U=-\sum_{n,m}\frac{d_{Ai}^{0n}d_{Ak}^{n0}\;T_{ij}T_{kl}\;d_{Bj}^{0m}d_{Bl}^{m0}}{\omega_n+\omega_m}.\tag{2}$$

The denominator ties $A$ to $B$. An integral separates them. By partial fractions, for $a,b>0$,

$$\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}=\frac1{b^2-a^2}\int_0^\infty\!\Big[\frac1{a^2+\xi^2}-\frac1{b^2+\xi^2}\Big]d\xi=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}=\frac{\pi}{2ab(a+b)},\tag{3}$$

and $a=b$ follows by continuity. Multiplying by $4ab/2\pi$,

$$\frac1{a+b}=\frac1{2\pi}\int_0^\infty d\xi\;\frac{2a}{a^2+\xi^2}\,\frac{2b}{b^2+\xi^2}.$$

Each factor now belongs to one particle, and it is a known quantity. First-order time-dependent perturbation theory in a field oscillating at frequency $\omega$ gives the induced dipole $\alpha_{ik}(\omega)F_k$ with $\alpha_{ik}(\omega)=\sum_n d_i^{0n}d_k^{n0}[(\omega_n-\omega)^{-1}+(\omega_n+\omega)^{-1}]$. At $\omega=i\xi$ the bracket is $2\omega_n/(\omega_n^2+\xi^2)$:

$$\alpha_{ik}(i\xi)=\sum_n\frac{2\omega_n\,d_i^{0n}d_k^{n0}}{\omega_n^2+\xi^2}.\tag{4}$$

This tensor is real, symmetric and free of poles on the $\xi$ axis. Inserting into (2), with the indices forming the ring $\alpha^A_{ik}T_{kl}\alpha^B_{lj}T_{ji}$,

$$U=-\frac1{2\pi}\int_0^\infty d\xi\;\mathrm{Tr}\,[\alpha_A\,T\,\alpha_B\,T].\tag{5}$$

For isotropic particles $\alpha_{ik}=\alpha\,\delta_{ik}$ with

$$\alpha(i\xi)=\sum_n\frac{f_n}{\omega_n^2+\xi^2},\qquad f_n=\tfrac23\,\omega_n|\mathbf d^{0n}|^2\ge0,$$

which is one third of the trace of (4). The eigenvalues of $T$ are $2/R^3$ along $\mathbf R$ and $-1/R^3$ twice, so $\mathrm{Tr}\,T^2=(4+1+1)/R^6$, and with (3)

$$U=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\!\alpha_A\alpha_B\,d\xi=\frac32\sum_{n,m}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}.\tag{6}$$

For benzene the state sum and the quadrature both give 1407.60; the numerical check requires agreement to $10^{-9}$ relative. In (5) the coupling $T$ is the same at every $\xi$: a fluctuation of $\mathbf d_B$ is felt at $A$ at once, however fast it is. That is the assumption to be removed.

### The Hamiltonian with the radiation field

In the Coulomb gauge, with the vector potential evaluated at the centre of each particle (the electric-dipole approximation) and spin couplings dropped,

$$H=\sum_{X=A,B}\Big[\sum_{a\in X}\frac{(\mathbf p_a-q_a\mathbf A(\mathbf r_X)/c)^2}{2m_a}+V_X\Big]+V_{AB}+\sum_{\mathbf k\lambda}\omega_k\,a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda},$$

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi c^2}{\omega_k\mathcal V}}\;\mathbf e_{\mathbf k\lambda}\big(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\big),\qquad\omega_k=ck.$$

Here $V_X$ is the Coulomb energy inside $X$, $\mathcal V$ is the quantization volume, the polarization vectors are real and transverse, and $V_{AB}$ is kept to the dipole–dipole order. Permanent quadrupoles and all higher multipoles are left out; for a fixed orientation they can matter even at large distance, as the benzene example shows. A unitary transformation, the dipole form of the Power–Zienau–Woolley transformation, puts all coupling into one term. Let $\Lambda=\sum_X\mathbf d_X\cdot\mathbf A(\mathbf r_X)/c$ with $\mathbf d_X=\sum_{a\in X}q_a(\mathbf r_a-\mathbf r_X)$, and $H'=e^{-i\Lambda}He^{i\Lambda}$, which has the same spectrum as $H$.

$\Lambda$ contains positions and $\mathbf A$, and these commute with each other and with the Coulomb terms. For the momenta, $e^{-i\Lambda}\mathbf p_ae^{i\Lambda}=\mathbf p_a+\nabla_a\Lambda=\mathbf p_a+q_a\mathbf A(\mathbf r_X)/c$, so the kinetic energy becomes $\mathbf p_a^2/2m_a$. For a mode, the commutator

$$g\equiv[a,\Lambda]=\sqrt{\frac{2\pi}{\omega\mathcal V}}\sum_X(\mathbf e\cdot\mathbf d_X)\,e^{-i\mathbf k\cdot\mathbf r_X}$$

commutes with $\Lambda$, so the commutator series stops: $a\to a+ig$, $a^\dagger\to a^\dagger-ig^\dagger$, and

$$\omega a^\dagger a\;\to\;\omega a^\dagger a+i\omega\,(g\,a^\dagger-g^\dagger a)+\omega g^\dagger g .$$

Summed over modes, the middle term is $-\sum_X\mathbf d_X\cdot\mathbf E(\mathbf r_X)$ with

$$\mathbf E(\mathbf r)=i\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi\omega_k}{\mathcal V}}\;\mathbf e_{\mathbf k\lambda}\big(a\,e^{i\mathbf k\cdot\mathbf r}-a^\dagger e^{-i\mathbf k\cdot\mathbf r}\big),\tag{7}$$

as is seen from the $a$ part: $-i\omega g^\dagger a=-\sum_X i\sqrt{2\pi\omega/\mathcal V}\,(\mathbf e\cdot\mathbf d_X)e^{i\mathbf k\cdot\mathbf r_X}a$. The last term has two $AB$ cross products. With $\sum_\lambda e_ie_j=\delta_{ij}-\hat k_i\hat k_j$ and $\mathcal V^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$, they add to

$$4\pi\,d_{Ai}d_{Bj}\int\!\frac{d^3k}{(2\pi)^3}(\delta_{ij}-\hat k_i\hat k_j)\,e^{i\mathbf k\cdot\mathbf R}=d_{Ai}d_{Bj}\Big[4\pi\delta_{ij}\delta(\mathbf R)+\partial_i\partial_j\frac1R\Big],$$

because $-k_ik_j$ under the integral is $\partial_i\partial_j$, and $4\pi/k^2$ is the transform of $1/R$. For $R\ne0$ this is $+d_{Ai}T_{ij}d_{Bj}$, which cancels $V_{AB}$ exactly. The $AA$ and $BB$ products do not depend on $R$ and are counted with the particle Hamiltonians. What remains is

$$H'=H_0+V_A+V_B,\qquad H_0=H_A+H_B+H_{\rm field},\qquad V_X=-\mathbf d_X\cdot\mathbf E(\mathbf r_X).\tag{8}$$

No direct term is left between $A$ and $B$. The operator (7) in this representation is the transverse displacement field, and it must reproduce the static coupling $T$ by itself. That gives a limit to test below.

### The ground-state shift as an imaginary-time average

Let $|0\rangle$ now be the ground state of $H_0$ (both particles unexcited, no photons, energy zero), and $E_N$, $|N\rangle$ the exact eigenvalues and states of $H'$. Then $Z(\beta)=\langle0|e^{-\beta H'}|0\rangle=\sum_N|\langle0|N\rangle|^2e^{-\beta E_N}$ is dominated at large $\beta$ by the lowest level, and

$$\Delta E=-\lim_{\beta\to\infty}\frac1\beta\ln Z .$$

Define $W(\tau)=e^{\tau H_0}e^{-\tau H'}$. It obeys $dW/d\tau=-V(\tau)W$ with $V(\tau)=e^{\tau H_0}Ve^{-\tau H_0}$, and iteration gives the time-ordered exponential. Since $\langle0|e^{-\beta H_0}=\langle0|$,

$$Z=\Big\langle\mathcal T\exp\Big(-\int_0^\beta V(\tau)\,d\tau\Big)\Big\rangle=\sum_p\frac{(-1)^p}{p!}\int d\tau_1\cdots d\tau_p\,\langle\mathcal T\,V(\tau_1)\cdots V(\tau_p)\rangle,$$

where $\mathcal T$ places later times to the left. Let $Z_{pq}$ be the part with $p$ factors $V_A$ and $q$ factors $V_B$. The state $|0\rangle$ is a product, so each average splits into an $A$ factor, a $B$ factor and a field factor. A vacuum average of an odd number of fields is zero, which removes every $Z_{pq}$ with $p+q$ odd. Expanding $\ln(1+u)=u-u^2/2+\dots$, the terms that involve both particles are $Z_{11}$ at second order, and $Z_{31}$, $Z_{13}$ and $Z_{22}-Z_{20}Z_{02}-\tfrac12Z_{11}^2$, with similar subtractions, at fourth order.

Two kinds of correlator appear:

$$C^X_{ij}(\tau-\tau')=\langle\mathcal T d_{Xi}(\tau)d_{Xj}(\tau')\rangle,\qquad G_{ij}(\tau-\tau')=\langle\mathcal TE_i(\mathbf r_A,\tau)E_j(\mathbf r_B,\tau')\rangle .$$

For the particle and $\tau>0$, a complete set of states gives $C_{ij}(\tau)=\sum_nd_i^{0n}d_j^{n0}e^{-\omega_n\tau}$, without an $n=0$ term. For $\tau<0$ the order of the operators is reversed, which exchanges $i$ and $j$ and changes nothing for real elements. So each state contributes $e^{-\omega_n|\tau|}$, whose transform is

$$\int_{-\infty}^\infty d\tau\,e^{i\xi\tau}e^{-\omega|\tau|}=\frac1{\omega-i\xi}+\frac1{\omega+i\xi}=\frac{2\omega}{\omega^2+\xi^2}.\tag{9}$$

The transform of $C^X_{ij}$ is therefore the polarizability (4). For the field and $\tau>0$ only the $a$ part of the left operator and the $a^\dagger$ part of the right one survive. The prefactors give $i\cdot(-i)=1$, so $G_{ij}(\tau)=\sum(2\pi\omega/\mathcal V)e_ie_j\,e^{i\mathbf k\cdot\mathbf R}e^{-\omega\tau}$. For $\tau<0$ the phase is $e^{-i\mathbf k\cdot\mathbf R}$, which gives the same sum after $\mathbf k\to-\mathbf k$. Thus $G$ is even in $\tau$. Its transform, by (9) with $\omega=ck$, carries the factor $2\pi\omega\cdot2\omega/(\omega^2+\xi^2)=4\pi k^2/(k^2+\kappa^2)$:

$$D_{ij}(\mathbf R,\xi)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi\,(k^2\delta_{ij}-k_ik_j)}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R},\qquad\kappa=\frac\xi c.\tag{10}$$

At $\xi=0$ this is the integral met in the cross term above, so $D(\mathbf R,0)=T$ for $R\neq0$.

### One photon: a test on electrostatics

Suppose for a moment that the particles have permanent dipoles $\mathbf p_X=\langle\mathbf d_X\rangle$. The second-order term $\tfrac1{2!}(V_A+V_B)^2$ contains two cross products, equal under $\mathcal T$, so

$$Z_{11}=\int_0^\beta\!d\tau_1d\tau_2\;p_{Ai}\,p_{Bj}\,G_{ij}(\tau_1-\tau_2)\;\to\;\beta\,p_{Ai}D_{ij}(\mathbf R,0)\,p_{Bj}.$$

The integral over the time difference gives the transform at $\xi=0$ and the remaining one gives $\beta$; the ends of the interval add terms that do not grow with $\beta$. Then $\Delta E=-\mathbf p_A\cdot T\cdot\mathbf p_B$, the electrostatic energy with its sign, at any distance. A static dipole pair shows no retardation. Without permanent dipoles $Z_{11}=0$, and $Z_{31}$ and $Z_{13}$ vanish too, since each holds a single dipole operator of one particle.

### Two photons

The fourth-order term $\tfrac1{4!}(V_A+V_B)^4$ contains $\binom42=6$ products with two $V_A$ and two $V_B$, all equal under $\mathcal T$ after relabelling the times. The sign is $(-1)^4$ from the series times $(-1)^4$ from the four factors $-\mathbf d\cdot\mathbf E$:

$$Z_{22}=\frac14\int d^4\tau\;C^A_{ij}(\tau_1-\tau_2)\,C^B_{kl}(\tau_3-\tau_4)\,\langle\mathcal TE_i(A,1)E_j(A,2)E_k(B,3)E_l(B,4)\rangle .$$

The field average follows from Wick's theorem. For any fixed order $\phi_1\phi_2\phi_3\phi_4$ of operators linear in $a$ and $a^\dagger$, only the annihilation part of the leftmost one survives. Commuting it to the right until it destroys the vacuum leaves three numerical commutators, each equal to $\langle\phi_1\phi_j\rangle$ and multiplied by the average of the other two. The result is the sum of the three pairings $(12)(34)$, $(13)(24)$, $(14)(23)$.

The pairing $(12)(34)$ factorizes into $\tfrac12\int C^A\langle EE\rangle_{AA}$ times $\tfrac12\int C^B\langle EE\rangle_{BB}$. This is $Z_{20}Z_{02}$, the product of two self-energy terms, and it cancels in $\ln Z$. The other two pairings turn into each other under $3\leftrightarrow4$, $k\leftrightarrow l$, which doubles one of them:

$$\ln Z\big|_{22}=\frac12\int d^4\tau\;C^A_{ij}(\tau_1-\tau_2)\,G_{jl}(\tau_2-\tau_4)\,C^B_{lk}(\tau_4-\tau_3)\,G_{ik}(\tau_3-\tau_1),$$

using $C^B_{kl}(\tau)=C^B_{lk}(-\tau)$ and the evenness of $G$. The times form a closed ring. At fixed $\tau_1$ the integrals over $\tau_2,\tau_4,\tau_3$ are a fourfold convolution evaluated at zero argument, which is $\int_{-\infty}^\infty d\xi/2\pi$ of the product of the four transforms. The $\tau_1$ integral gives $\beta$. All transforms are even in $\xi$, so the integral is twice that over $\xi>0$. Dividing by $-\beta$ and collecting the factors $\tfrac12\cdot2\cdot\tfrac1{2\pi}$,

$$U(\mathbf R)=-\frac1{2\pi}\int_0^\infty d\xi\;\mathrm{Tr}\big[\alpha_A(i\xi)\,D(\xi)\,\alpha_B(i\xi)\,D^{\mathsf T}(\xi)\big].\tag{11}$$

This is the complete $R$-dependent energy at order $d_A^2d_B^2$. It omits repeated scattering between the particles, which is smaller by the order of $\alpha_A\alpha_B/R^6$, and radiative corrections to the polarizabilities. Since $\alpha_A$ and $\alpha_B$ are positive semidefinite, the trace is the sum of squares of the elements of $\alpha_A^{1/2}D\,\alpha_B^{1/2}$, and $U\le0$ for any geometry within these assumptions.

The limit $c\to\infty$ sets $\kappa=0$ in (10), so $D\to T$ and (11) becomes (5). A fourth-order result with two photons reduces to the second-order London result, with the same prefactor.

Equation (11) gives the complete $R$-dependent energy at order $d_A^2d_B^2$ with the radiation field included, and it reduces to the London result (5) as $c\to\infty$. What remains is to test it, to put $D$ in closed form, and to obtain the potential, its limits and the benzene numbers.
